\section*{Two-beam diffraction from strained films: layer recursion and its errors, part 1}

(Sections cited here and not found follow in the second part.)

\section{Diffraction from a strained film: the layer recursion and its errors}

A film 2000~\AA{} thick has lattice planes 0.5\% farther apart than those of its substrate, to which it is joined by a graded buffer 500~\AA{} thick. For 8000~eV X-rays Bragg's law puts its peak $3302.8~\mu$rad below the Bragg angle of the substrate. A two-beam recursion, which treats the film in a single step and the buffer in thin lamellae, puts the peak only $3227.5~\mu$rad (666 arcsec) below, with reflectivity 0.03350. At that angle an integration of the wave equation that resolves every lattice period gives 0.03351, and single-scattering theory gives 0.03429. Both the shift of $75~\mu$rad and the unequal accuracy of the two approximations follow from the Takagi--Taupin equations and from the size of the terms dropped in deriving them.

\subsection{Wave equation and strained susceptibility}

The algebra uses atomic units with Gaussian fields, the time factor $e^{-i\omega t}$ and $K=\omega/c=2\pi/\lambda$. An electron driven far above its binding frequency obeys $-\omega^2\mathbf x=-\mathbf E$, so a density $n(\mathbf r)$ has polarisation $-n\mathbf E/\omega^2$ and susceptibility $\chi=-4\pi n/\omega^2$. Resonant terms add a complex part, with $\mathrm{Im}\,\chi>0$ for absorption. Maxwell's equations $\nabla\times\mathbf E=iK\mathbf H$ and $\nabla\times\mathbf H=-iK\mathbf D$ give $\nabla\times\nabla\times\mathbf E=K^2\mathbf D$. With $\mathbf E=(1-\chi)\mathbf D+O(\chi^2)$, and $\nabla\times\nabla\times\mathbf D=-\nabla^2\mathbf D$ because $\nabla\cdot\mathbf D=0$,
\begin{equation}
\nabla^2\mathbf D+K^2\mathbf D+\nabla\times\nabla\times(\chi\mathbf D)=0 .
\label{wave}
\end{equation}
On a wave $\mathbf A e^{i\mathbf k\cdot\mathbf r}$ the double curl gives $k^2\mathbf A-\mathbf k(\mathbf k\cdot\mathbf A)$, which is $k^2$ times the part of $\mathbf A$ transverse to $\mathbf k$; since the term already carries $\chi$, $k^2$ is replaced by $K^2$. Let the scattering plane be $xz$, with $z$ the depth. Two waves with unit polarisations $\mathbf e_0,\mathbf e_h$ couple through $C=\mathbf e_0\cdot\mathbf e_h$. For $\sigma$ polarisation both vectors are $\hat{\mathbf y}$ and $C=1$. For $\pi$ polarisation $\mathbf e=\hat{\mathbf y}\times\hat{\mathbf k}$, and $C$ is the cosine of the angle between the wave vectors, close to $\cos2\theta_B$.

A neutron of mass $m_n$ and energy $K^2/2m_n$ sees the Fermi pseudopotential $V=2\pi\rho_b/m_n$, with $\rho_b$ the nuclear scattering-length density. The Schr\"odinger equation becomes $\nabla^2\psi+K^2(1+\chi)\psi=0$ with $\chi=-4\pi\rho_b/K^2$, so everything below holds for nuclear scattering with $C=1$.

Let $\mathbf u(\mathbf r)$ be the displacement of the matter that lies at $\mathbf r$ after deformation. Then $\chi(\mathbf r)=\chi_{\rm ref}(\mathbf r-\mathbf u)$, and the Fourier series of the reference lattice gives
\begin{equation}
\chi(\mathbf r)=\sum_{\mathbf g}\chi_g\,e^{i\mathbf g\cdot(\mathbf r-\mathbf u(\mathbf r))} .
\end{equation}
Changes of composition are carried by coefficients $\chi_g$ that vary slowly on the scale of a cell. For planes normal to $z$ the phase advances at the rate $|\mathbf h|(1-u')$. Equating this to $2\pi/[d(1+\epsilon)]$ with $|\mathbf h|=2\pi/d$ gives $u'=\epsilon/(1+\epsilon)$.

\subsection{The Takagi--Taupin equations}

Assume that only one reciprocal vector $\mathbf h$ is near a Bragg condition, and write the field as $E_0e^{i\mathbf K_0\cdot\mathbf r}+E_he^{i\mathbf K_h\cdot\mathbf r}$, with $\mathbf K_0$ the incident vacuum wave vector and $\mathbf K_h=\mathbf K_0+\mathbf h$. For any carrier,
\begin{equation}
(\nabla^2+K^2)Ee^{i\mathbf k\cdot\mathbf r}=\left[\nabla^2E+2i\mathbf k\cdot\nabla E+(K^2-k^2)E\right]e^{i\mathbf k\cdot\mathbf r}.
\label{carrier}
\end{equation}
With $\theta$ the glancing angle on the planes, $\mathbf K_0\cdot\mathbf h=-K|\mathbf h|\sin\theta$ and $|\mathbf h|=2K\sin\theta_B$, so
\begin{equation}
K_h^2-K^2=h^2+2\mathbf K_0\cdot\mathbf h=K^2\alpha,\qquad \alpha=4\sin\theta_B(\sin\theta_B-\sin\theta).
\end{equation}
In the product $\chi\mathbf D$ the carrier $\mathbf K_0$ collects $\chi_0E_0$ and $\chi_{\bar h}e^{+i\mathbf h\cdot\mathbf u}E_h$, and the carrier $\mathbf K_h$ collects $\chi_0E_h$ and $\chi_he^{-i\mathbf h\cdot\mathbf u}E_0$. All other carriers have $|K^2-k^2|$ of order $K^2$, so their amplitudes are $O(\chi)$ and their reaction on the two strong waves is $O(\chi^2)$; they are dropped. The two kept carriers can be separated because $\mathbf h\cdot\mathbf u$ varies slowly compared with $\mathbf h\cdot\mathbf r$, which requires $|\nabla\mathbf u|\ll1$. Dropping also $\nabla^2E$, and writing $\mathbf k\cdot\nabla\simeq K\partial_s$ along each beam,
\begin{align}
\frac{2i}{K}\,\partial_{s_0}E_0&=-\chi_0E_0-C\chi_{\bar h}e^{i\mathbf h\cdot\mathbf u}E_h,\nonumber\\
\frac{2i}{K}\,\partial_{s_h}E_h&=(\alpha-\chi_0)E_h-C\chi_he^{-i\mathbf h\cdot\mathbf u}E_0 .
\label{TT}
\end{align}
These are the Takagi--Taupin equations for a general displacement field. The numerical check covers only their depth-dependent case.

\subsection{Depth dependence and the choice of carrier}

Let $\mathbf u$ and $\chi_g$ depend on $z$ alone and let the incident wave be plane, so that the amplitudes depend on $z$ alone. In vacuum the diffracted wave must have the tangential component of $\mathbf K_h$ and length $K$. Its wave vector is $\mathbf K_h+\delta\hat{\mathbf z}$, with $z$ component $-K\gamma_h$; here $\gamma_h>0$ and $\gamma_0=K_{0z}/K$ are the moduli of the true direction cosines (Bragg geometry). Hence
\begin{equation}
\delta=-K\gamma_h-K\gamma_0-h_z .
\label{delta}
\end{equation}
On the carrier $\mathbf K_h$ this wave has $E_h\propto e^{i\delta z}$, and dropping $E_h''$ discards $\delta^2E_h$, an error that does not vanish with $\chi$. It is avoided by setting $E_h=Fe^{i\delta z}$. The carrier of $F$ has length $K$, so (\ref{carrier}) gives $F''-2iK\gamma_hF'=-K^2(\chi_0F+C\chi_he^{-i\mathbf h\cdot\mathbf u-i\delta z}E_0)$. Dropping $F''$ and $E_0''$ and returning to $E_h$ through $E_h'=i\delta E_h+F'e^{i\delta z}$,
\begin{align}
E_0'&=\frac{iK}{2\gamma_0}\left(\chi_0E_0+C\chi_{\bar h}e^{i\mathbf h\cdot\mathbf u}E_h\right),\nonumber\\
E_h'&=i\delta E_h-\frac{iK}{2\gamma_h}\left(\chi_0E_h+C\chi_he^{-i\mathbf h\cdot\mathbf u}E_0\right).
\label{TTz}
\end{align}
The error from the neglected term is now small compared with the incident amplitude at any deviation from the Bragg angle, provided neither beam is grazing. Near resonance $F$ varies at a rate of order $K\chi/\gamma$, and $F''/(2K\gamma F')$ is of order $\chi/\gamma^2$. Far from resonance the source oscillates at the mismatch rate $\mu=\delta+\mathbf h\cdot\mathbf u'$, the forced amplitude is of order $K\chi_h/(2\gamma\mu)$, and the relative error $\mu/2K\gamma$ again leaves an absolute error of order $\chi/\gamma^2$. Far in the tails this can be as large as the diffracted amplitude itself.

Equation (\ref{TT}) with $\partial_{s_h}=-\gamma_h\,d/dz$ has the form of (\ref{TTz}) with $\delta\to K\alpha/2\gamma_h$. The exact relation follows from $K_{hz}=-K\gamma_h-\delta$:
\begin{equation}
K^2\alpha=K_{hz}^2-K^2\gamma_h^2=\delta\,(2K\gamma_h+\delta).
\end{equation}
The linearised form takes $\delta=K\alpha/2\gamma_h$ with all cosines at the Bragg angle. For a symmetric reflection $\gamma_h=\sin\theta$ and $\delta=|\mathbf h|-2K\sin\theta$, so $2K\gamma_h+\delta=2K\sin\theta_B$ and the linearised $\delta$ is exact. For an asymmetric reflection $2K\gamma_h+\delta$ changes in first order in $\Delta\theta=\theta-\theta_B$, and the phase $\delta t$ across a film of thickness $t$ errs by an amount of order $\delta t\,\Delta\theta$.

\subsection{Riccati equation and flux}

The variable $G=E_he^{i\mathbf h\cdot\mathbf u}$ removes the displacement phase from the couplings and adds $i\,\mathbf h\cdot\mathbf u'\,G$ to the derivative. Equation (\ref{TTz}) becomes $\mathbf v'=iM\mathbf v$ for $\mathbf v=(E_0,G)^T$, with
\begin{equation}
M_{11}=\frac{K\chi_0}{2\gamma_0},\quad M_{22}=\delta+\mathbf h\cdot\mathbf u'-\frac{K\chi_0}{2\gamma_h},\quad M_{12}=P,\quad M_{21}=-Q,
\end{equation}
\begin{equation}
P=\frac{KC\chi_{\bar h}}{2\gamma_0},\quad Q=\frac{KC\chi_h}{2\gamma_h},\quad 2B=M_{11}-M_{22}=\frac{K\chi_0}{2}\Big(\frac1{\gamma_0}+\frac1{\gamma_h}\Big)-\delta-\mathbf h\cdot\mathbf u'.
\label{PBQ}
\end{equation}
For $X=G/E_0$ the quotient rule gives $X'=G'/E_0-XE_0'/E_0=i(-Q+M_{22}X)-iX(M_{11}+PX)$, that is
\begin{equation}
X'=-i\left(PX^2+2BX+Q\right).
\label{riccati}
\end{equation}
Strain enters only through $\mathbf h\cdot\mathbf u'$, in the same place as the angular mismatch $\delta$. With $\kappa=\sqrt{PQ}$, $X=\sqrt{Q/P}\,Y$ and $\eta=-B/\kappa$, the equation reads $Y'=-i\kappa(Y^2-2\eta Y+1)$ wherever $Q/P$ does not vary with depth. Multiple scattering therefore builds up over a depth of order $1/|\kappa|$: at $\eta=0$ in a thick lossless crystal the amplitudes decay as $e^{-\kappa z}$. The length $\pi/|\kappa|$ quoted in the example is $\pi$ times this depth.

At an interface the tangential fields are continuous, which makes $E_0$ and $E_h$ continuous up to Fresnel terms of order $\chi/\gamma^2$. At a coherent interface $\mathbf u$ is continuous, hence so is $X$; a jump of $\mathbf u$ would multiply $X$ by the corresponding jump of $e^{i\mathbf h\cdot\mathbf u}$. The reflected amplitude is $r=E_h(0)/E_0(0)=X(0)e^{-i\mathbf h\cdot\mathbf u(0)}$.

The net inward flux is $J=\gamma_0|E_0|^2-\gamma_h|G|^2$. Using $|E|^{2\,\prime}=2\,\mathrm{Re}(E^*E')$ and $\mathrm{Re}(ia)=-\mathrm{Im}\,a$, and noting that the real terms $\delta$ and $\mathbf h\cdot\mathbf u'$ drop out,
\begin{equation}
J'=-K\,\mathrm{Im}\left[\chi_0(|E_0|^2+|G|^2)+C\chi_{\bar h}E_0^*G+C\chi_hG^*E_0\right].
\label{flux}
\end{equation}
For real $\chi(\mathbf r)$, $\chi_{\bar h}=\chi_h^*$, the bracket is real and $J$ is constant, so a free slab has $R+T=1$ with $R=(\gamma_h/\gamma_0)|X(0)|^2$. For an absorbing medium write $\chi=\chi^{r}+i\chi^{a}$ with real functions $\chi^r(\mathbf r)$ and $\chi^a(\mathbf r)\ge0$, whose Fourier coefficients obey $\chi^a_{\bar h}=\chi^{a*}_h$ and $|\chi^a_h|\le\chi^a_0$. The part $\chi^r$ contributes a real bracket, and the imaginary part is $\chi^a_0(|E_0|^2+|G|^2)+2C\,\mathrm{Re}(\chi^a_hG^*E_0)$, which is positive whenever $|C\chi^a_h|<\chi^a_0$. Then $J'<0$. Since $J\to0$ deep in the substrate, $J>0$ at every depth, which means $|X|^2<\gamma_0/\gamma_h$: the solution has no poles and $R<1$.

\subsection{Uniform layer}

For constant coefficients the right side of (\ref{riccati}) is $-iP(X-X_+)(X-X_-)$ with
\begin{equation}
X_\pm=\frac{-B\pm s}{P},\qquad s^2=B^2-PQ,\qquad \mathrm{Im}\,s>0 .
\end{equation}
Then $\frac{d}{dz}\ln\frac{X-X_+}{X-X_-}=-iP[(X-X_-)-(X-X_+)]=-2is$. On rising by $t$ the ratio is multiplied by $w=e^{2ist}$, and $|w|<1$. Any starting value other than the second fixed point $X_-$ is therefore carried, from deep in a thick crystal, to $X_+$, which is the substrate solution. Since $X_+X_-=Q/P$,
\begin{equation}
X_\infty=-\frac{Q}{B+s},
\label{sub}
\end{equation}
a form without cancellation in the tails, where $s\simeq B$. In a lossless medium with real $s$ the limit of weak absorption selects the sign of $s$ equal to that of $B$.

In a lossless crystal with $B^2<PQ$, $s$ is imaginary, $|B+s|^2=PQ$ and $|X_\infty|^2=|Q/P|=\gamma_0/\gamma_h$, so $R=1$. For the symmetric case $2B=K\chi_0/\sin\theta-|\mathbf h|+2K\sin\theta\simeq K\chi_0/\sin\theta_B+2K\cos\theta_B\,\Delta\theta$ and $\kappa=K|C\chi_h|/2\sin\theta_B$. The Darwin plateau $|B|<\kappa$ is centred at $-\chi_0/\sin2\theta_B$ and has width $2|C\chi_h|/\sin2\theta_B$, to first order in $\chi$.

For a finite layer, split $M=\frac12\mathrm{tr}M+N$ with $N=\begin{pmatrix}B&P\\-Q&-B\end{pmatrix}$. The trace multiplies both components alike and cancels in $X$. Multiplication shows $N^2=s^2$, so the even and odd terms of the exponential series sum to $e^{-iNt}=\cos st-iN\sin(st)/s$. Acting on $(1,X)^T$, for which $N(1,X)^T=(B+PX,\,-Q-BX)^T$, and dividing the second component by the first,
\begin{equation}
X_{\rm top}=\frac{Xs+i(Q+BX)\tan st}{s-i(B+PX)\tan st}.
\label{tan}
\end{equation}
This is unchanged under $s\to-s$. With $i\tan st=(w-1)/(w+1)$ it becomes
\begin{equation}
X_{\rm top}=\frac{Xs(1+w)-(Q+BX)(1-w)}{s(1+w)+(B+PX)(1-w)},
\label{rec}
\end{equation}
in which nothing overflows because $|w|\le1$. Equation (\ref{rec}) solves (\ref{riccati}) exactly in a uniform layer; it inherits the $O(\chi/\gamma^2)$ error of (\ref{TTz}). For a free slab ($X=0$ below) at $B=0$, $s=i\kappa$ and $\tan(i\kappa t)=i\tanh\kappa t$ give $X_{\rm top}=iQ\tanh(\kappa t)/\kappa$, hence $R=\tanh^2\kappa t$ without loss.

For strain that depends on depth alone, the Takagi--Taupin equations have been reduced to the Riccati equation (\ref{riccati}), which (\ref{rec}) solves exactly in a uniform layer. It remains to apply the recursion to graded layers, compare it with the kinematic limit, and account for the peak shift and the errors in a worked example.

Numbers in the example were calculated in double precision.
